# Gauss-Chebyshev Quadrature of the Second Kind and Nested Radial Grids

## What symmetry fixes

The integral to be approximated is

$$I=\int_{-1}^{1}\sqrt{1-x^2}\,f(x)\,dx .$$

Put $x=\cos\theta$. Then $dx=-\sin\theta\,d\theta$ and $\sqrt{1-x^2}=\sin\theta$ for $0\le\theta\le\pi$. The minus sign is absorbed by exchanging the limits, so

$$I=\int_0^{\pi}g(\theta)\,d\theta,\qquad g(\theta)=\sin^2\theta\,f(\cos\theta).$$

The function $g$ is even in $\theta$ and has period $2\pi$, so $I$ is half its integral over a full circle. The measure $d\theta$ is the same everywhere on the circle. A rule that shares this symmetry uses equally spaced angles with equal weights, and it is unchanged by the reflection $\theta\to-\theta$.

Let there be $2N$ angles on the circle, with spacing $h=\pi/N$, and let $\theta=0$ be one of them. This choice respects the reflection, and it costs nothing, because $g$ vanishes at $\theta=0$ and $\theta=\pi$ when $f$ is finite there. On the upper half circle $n=N-1$ useful points remain. The form of the answer is therefore

$$x_i=\cos\theta_i,\quad w_i=h\sin^2\theta_i,\quad \theta_i=ih,\quad h=\frac{\pi}{n+1},\quad i=1,\dots,n, \tag{1}$$

with $Q_n=\sum_i w_if(x_i)$. Symmetry suggests this rule but does not say how accurate it is. The claim to be proved is that (1) is the $n$-point Gauss rule: it integrates every polynomial $f$ of degree up to $2n-1$ without error. Two derivations follow, and each also shows that halving $h$ keeps all the old nodes.

## First derivation: Fourier series

Assume that $g$ has an absolutely convergent cosine series,

$$g(\theta)=a_0+\sum_{k\ge1}a_k\cos k\theta .$$

Since $\int_0^\pi\cos k\theta\,d\theta=0$ for integer $k\ge1$, the integral is $I=\pi a_0$.

Now apply the rule to one term. Write it as half the sum over the full circle. Angles $jh$ and $(2N-j)h$ give equal values, and the two endpoints are counted with half weight:

$$\frac h2\sum_{j=0}^{2N-1}\cos(kjh)=\frac h2\,\mathrm{Re}\sum_{j=0}^{2N-1}\left(e^{ik\pi/N}\right)^j .$$

If $k$ is a multiple of $2N$, each term is 1 and the result is $\frac h2\,2N=\pi$. Otherwise the geometric sum is

$$\frac{1-e^{2\pi ik}}{1-e^{ik\pi/N}}=0,$$

because the numerator vanishes and the denominator does not. For the complete $g$ the endpoint terms are zero, so adding the series gives

$$Q_n-I=\pi\sum_{m\ge1}a_{2mN}. \tag{2}$$

Harmonics whose order is a multiple of $2N$ look constant on the grid, and they are counted as if they belonged to $a_0$. This is aliasing.

Let $f$ be a polynomial of degree $d$. Then $f(\cos\theta)$ contains harmonics up to order $d$, and the factor $\sin^2\theta=\frac12(1-\cos2\theta)$ raises the highest order to at most $d+2$. No term in (2) survives if $d+2<2N=2n+2$, that is, if $d\le2n-1$. This proves the claim.

For nesting, write an old angle in terms of the new step $h/2$: $ih=(2i)(h/2)$. The old nodes are the even-numbered nodes of the new grid. It has $2N$ intervals on $[0,\pi]$, hence $2N-1=2n+1$ interior nodes. Since the common factor $h$ is halved,

$$Q_{2n+1}=\frac12Q_n+\frac h2\sum_{j=1,3,\dots}^{2N-1}g\!\left(\frac{jh}{2}\right). \tag{3}$$

The step costs $N=n+1$ new function values. Going from $n$ to $2n$ points would not halve the angle step: it would change it from $\pi/(n+1)$ to $\pi/(2n+1)$.

## Second derivation: orthogonal polynomials

Define

$$U_k(\cos\theta)=\frac{\sin((k+1)\theta)}{\sin\theta}.$$

The identity $\sin((k+2)\theta)+\sin(k\theta)=2\cos\theta\sin((k+1)\theta)$ gives $U_{k+1}=2xU_k-U_{k-1}$. With $U_0=1$ and $U_1=2x$, each $U_k$ is a polynomial of degree $k$. These polynomials are orthogonal under the given weight:

$$\int_{-1}^{1}\sqrt{1-x^2}\,U_kU_l\,dx=\int_0^\pi\sin((k+1)\theta)\sin((l+1)\theta)\,d\theta=\frac\pi2\delta_{kl}.$$

**Nodes.** Suppose an $n$-point rule is exact to degree $2n-1$, and let $\omega(x)=\prod_i(x-x_i)$. For any polynomial $q$ of degree at most $n-1$, the product $\omega q$ has degree at most $2n-1$ and vanishes at all nodes. Its weighted integral is therefore zero. Thus $\omega$ is orthogonal to all polynomials of lower degree and must be proportional to $U_n$. The zeros of $U_n$ follow from $\sin((n+1)\theta)=0$ with $\sin\theta\ne0$, which gives $\theta_i=i\pi/(n+1)$.

Conversely, take these nodes and choose the weights so that the interpolating polynomial of degree $n-1$ is integrated exactly. Divide any $f$ of degree at most $2n-1$ by $U_n$: $f=qU_n+s$, with $q$ and $s$ of degree at most $n-1$. The integral of $qU_n$ is zero by orthogonality, and its quadrature sum is zero because $U_n(x_i)=0$. The remainder $s$ is handled exactly. The rule therefore exists and is unique.

**Weights.** Let $\ell_i$ be the polynomial of degree $n-1$ that equals 1 at $x_i$ and 0 at the other nodes. Since $\ell_i^2$ has degree $2n-2$, the rule is exact for it, and $w_i=\int\sqrt{1-x^2}\,\ell_i^2dx>0$. We may therefore take square roots and define the $n\times n$ matrix

$$V_{ik}=\sqrt{w_i}\,\sqrt{\tfrac2\pi}\,U_k(x_i),\qquad k=0,\dots,n-1 .$$

The products $U_kU_l$ have degree at most $2n-2$, so exactness and orthogonality give $V^TV=1$. For a square matrix this implies $VV^T=1$. Its diagonal element reads

$$1=w_i\frac2\pi\sum_{k=0}^{n-1}U_k(x_i)^2=\frac{2w_i}{\pi\sin^2\theta_i}\sum_{j=1}^{n}\sin^2(j\theta_i).$$

With $\sin^2(j\theta_i)=\frac12-\frac12\cos(2j\theta_i)$, we need $\sum_{j=1}^n\cos(2\pi ij/N)$. Including $j=0$ would complete a sum over the $N$ equally spaced phases, which is zero for $1\le i\le n$. The sum without that term is $-1$. Hence

$$\sum_{j=1}^{n}\sin^2(j\theta_i)=\frac n2+\frac12=\frac{n+1}{2},\qquad w_i=\frac{\pi}{n+1}\sin^2\theta_i ,$$

in agreement with (1).

Nesting appears here as a factorization. From $\sin(2N\theta)=2\cos(N\theta)\sin(N\theta)$,

$$U_{2n+1}(\cos\theta)=2\cos((n+1)\theta)\,U_n(\cos\theta).$$

Every zero of $U_n$ is a zero of $U_{2n+1}$, and the new nodes are the zeros of the cosine factor.

## What each derivation assumes

The Fourier route starts from a proposed grid and needs a convergent cosine series. In return it gives the error (2) for functions that are not polynomials. It does not show that another $n$-point rule could not do as well.

The polynomial route assumes no grid. It starts from the demand for exactness to degree $2n-1$ and finds that one rule meets it. It also shows that degree $2n$ is out of reach: for $f=U_n^2$ the sum is zero, while the integral is $\pi/2$. The node and matrix arguments carry over to other positive weights, but the closed forms and the nesting found here rest on the sine formula for $U_n$. The argument given here yields no error formula for functions that are not polynomials.

## A three-point rule and its refinement

For $n=3$ the nodes are $\pm0.707107$ and $0$, with weights $0.392699$ and $0.785398$. For $f=e^x$ the outer nodes combine to $2\cosh0.707107=2.521184$, and

$$Q_3=0.392699\times2.521184+0.785398=1.775465 .$$

Halving the step adds the nodes $\pm0.923880$ and $\pm0.382683$, with weights $0.057509$ and $0.335190$. Their contributions are $0.167699$ and $0.720069$. By (3),

$$Q_7=\tfrac12(1.775465)+0.167699+0.720069=1.775500 .$$

The reference integral is $1.7754997$. The absolute error falls from $3.5\times10^{-5}$ to $1.1\times10^{-15}$. This small value is still the aliasing term of (2). With $e^{\cos\theta}=I_0(1)+2\sum_kI_k(1)\cos k\theta$, where $I_k$ are modified Bessel functions, the factor $\sin^2\theta$ gives $a_{16}=I_{16}(1)-\frac12[I_{14}(1)+I_{18}(1)]\approx-\frac12I_{14}(1)$. Since $I_{14}(1)\approx2^{-14}/14!\approx7.0\times10^{-16}$, we get $\pi a_{16}\approx-1.1\times10^{-15}$, only a few rounding units of double precision.

## The change as an error estimate

Write (2) for both grids and subtract. The finer grid contains the multiples of $4N$, which are the even-$m$ terms of the coarse sum. What remains is

$$Q_n-Q_{2n+1}=\pi\sum_{m\ \mathrm{odd}}a_{2mN}. \tag{4}$$

If the coefficients fall quickly, the first term dominates both (4) and the coarse error. For $f=1/(1.1-x)$ and $n=3$, the error is $-0.0853$ and the difference (4) is $-0.0829$.

To turn this into a bound, an assumption is needed. Let $E_c$ and $E_f$ be the coarse and fine errors and $\Delta=Q_{2n+1}-Q_n=E_f-E_c$. If $|E_f|\le q|E_c|$ with $q<1$, then $|E_c|\le|\Delta|+q|E_c|$, so

$$|E_c|\le\frac{|\Delta|}{1-q},\qquad |E_f|\le\frac{q|\Delta|}{1-q}.$$

For $q\le\frac12$ the change bounds the fine error. Without such an assumption it can fail completely. Take $f=U_{16}$, for which

$$g=\sin\theta\sin17\theta=\tfrac12(\cos16\theta-\cos18\theta).$$

The integral is zero. But 16 is a multiple of both 8 and 16, the aliasing periods for $n=3$ and $n=7$. Both rules return $\pi/2=1.5708$, and their change is zero.

## From the interval to a radial grid

A molecular integral can be split into atom-centred parts, each with a radial integral over $0\le r<\infty$. Choose a length $R$ and map

$$r=R\frac{1+x}{1-x}=R\cot^2\frac\theta2,\qquad \left|\frac{dr}{d\theta}\right|=R\frac{\cos(\theta/2)}{\sin^3(\theta/2)} .$$

Applying the equal-angle sum gives

$$\int_0^\infty r^2F(r)\,dr\approx\sum_{i=1}^nW_iF(r_i),\qquad W_i=h\,r_i^2R\frac{\cos(\theta_i/2)}{\sin^3(\theta_i/2)} .$$

This is the Gauss rule with $f=G/\sin^2\theta$, where $G(\theta)=r^2F\,|dr/d\theta|$. In general this $f$ is not a polynomial, so the accuracy must be read from (2).

Suppose $F$ is smooth on $r\ge0$ and, with its derivatives, decays exponentially. At $\theta=0$, where $r\to\infty$, $G$ and all its derivatives then vanish. Near the nucleus put $\delta=\pi-\theta$. Then $r=R\tan^2(\delta/2)\approx R\delta^2/4$ and $dr/d\delta\approx R\delta/2$, so

$$G\approx\left(\frac{R\delta^2}{4}\right)^2\frac{R\delta}{2}F(0)=\frac{R^3F(0)}{32}\delta^5 .$$

For even $k$, two integrations by parts give

$$\int_0^\pi G\cos k\theta\,d\theta=\frac{G'(\pi)-G'(0)}{k^2}-\frac1{k^2}\int_0^\pi G''\cos k\theta\,d\theta .$$

Repeating this twice, the first nonzero endpoint term is $G^{(5)}(\pi)/k^6$. Since $d/d\theta=-d/d\delta$, we have $G^{(5)}(\pi)=-120R^3F(0)/32=-\frac{15}{4}R^3F(0)$. Thus $a_k\approx(2/\pi)G^{(5)}(\pi)/k^6$. Inserting this in (2) and using $\sum_m m^{-6}=\pi^6/945$,

$$Q-I\approx\frac{2G^{(5)}(\pi)}{64N^6}\frac{\pi^6}{945}=\frac{G^{(5)}(\pi)h^6}{30240}=-\frac{R^3F(0)}{8064}h^6 . \tag{5}$$

If $F(0)\ne0$, each halving divides the error by 64 at leading order. Then $Q_n-Q_{2n+1}=63E_f$, so the fine error is the difference divided by 63. If $F(0)=0$ but $F'(0)\ne0$, $G$ starts with $\delta^7$, the error falls as $h^8$, and the factor is 256 instead of 64. If $F$ is singular at the nucleus or decays slowly, the endpoint behaviour changes and (5) need not hold.

## Hydrogen: when the law sets in

The hydrogen 1s density in atomic units gives $4\pi\rho=4e^{-2r}$, whose norm is 1. With $R=1$ bohr, the errors for $n=7,15,31$ are $6.3\times10^{-3}$, $1.13\times10^{-5}$ and $4.5\times10^{-10}$. For $n=63$ and $127$ they are $-6.94\times10^{-12}$ and $-1.084\times10^{-13}$, computed in 30-digit arithmetic. Equation (5) with $F(0)=4$ reproduces the last two, and their ratio is 63.98.

At $n=31$ the law would give $64\times(-6.94\times10^{-12})=-4.4\times10^{-10}$, which has the wrong sign. The sixth-power regime has not been reached there. The division by 63 should therefore not be trusted before successive changes show the ratio 64 with a constant sign. In this run the last two changes, $-4.55\times10^{-10}$ and $6.83\times10^{-12}$, still differ in sign, so the changes alone do not confirm the estimate at $n=127$. Here the known norm and equation (5) do.

An adaptive loop starting from $n=7$ with tolerance $10^{-6}$ stops at $n=63$. It rejects $n=31$ because the last change is still $1.1\times10^{-5}$, although the error is already far smaller. The total cost is $7+8+16+32=63$ function values; without reuse it would be $7+15+31+63=116$.

## SiH4: two warnings from a molecular grid

For a molecule, the density is divided among the atoms by functions that sum to 1 at every point. Here they are Becke cells without size adjustment. The density is RHF/def2-SVP for tetrahedral SiH4 with a chosen Si–H distance of 2.80 bohr, and $R=1$ bohr on each atom. Its integral must be 18, so the count measures the quadrature and not the quality of RHF.

The angular grids are products of Gauss–Legendre points in the polar cosine and twice as many equally spaced azimuths. With 1152 angular points per shell ($24\times48$), the errors in the count are:

| $n$ | error (electrons) | change from previous |
|---:|---:|---:|
| 15 | $-5.25\times10^{-5}$ | $1.85\times10^{-1}$ |
| 31 | $-5.92\times10^{-5}$ | $-6.61\times10^{-6}$ |
| 63 | $-6.65\times10^{-7}$ | $5.85\times10^{-5}$ |
| 127 | $-3.06\times10^{-8}$ | $6.35\times10^{-7}$ |

At $n=31$ the change is about nine times smaller than the error. The errors at $n=15$ and $n=31$ are nearly equal, so the condition $q<1$ is violated. A loop with tolerance $10^{-5}$ would stop there too early. The near equality is radial, since it persists for other fine angular grids, but it is an accident of this density: with def2-TZVP the errors at $n=15$ and $n=31$ are $-6.3\times10^{-3}$ and $-5.7\times10^{-5}$, and the loop does not stop at $n=31$. Requiring two successive small changes would prevent the early stop in this case, but it is still not a guarantee: $U_{32}$ deceives the rules with $n=3$, 7 and 15 together.

The second warning concerns the angles. With 72 angular points, the change from $n=63$ to $n=127$ is $3.4\times10^{-8}$, yet the count is wrong by $-1.15\times10^{-3}$. Replacing the angular grid at $n=127$ reduces the error to $-3.1\times10^{-8}$, which identifies the missing part as angular. Both numbers belong to the particular grids: shifting the azimuths by half a step changes them to $+2.15\times10^{-3}$ and $-5.3\times10^{-8}$. The remaining $-3.1\times10^{-8}$ is itself mostly angular, for it is unchanged at $n=255$ and falls to about $2\times10^{-9}$ in size with a 2030-point Lebedev grid. Radial nesting compares sums that share the same angular grid, so an error common to both cancels in their difference. The angular grid needs a refinement check of its own. The full sequences are in the numerical output below.

## Computed values

```
n=3 i=1: node +0.70710678, weight 0.39269908
n=3 i=2: node +0.00000000, weight 0.78539816
n=3 i=3: node -0.70710678, weight 0.39269908
n=7 i=1: node +0.92387953, weight 0.05750945
n=7 i=2: node +0.70710678, weight 0.19634954
n=7 i=3: node +0.38268343, weight 0.33518963
n=7 i=4: node +0.00000000, weight 0.39269908
n=7 i=5: node -0.38268343, weight 0.33518963
n=7 i=6: node -0.70710678, weight 0.19634954
n=7 i=7: node -0.92387953, weight 0.05750945
exp(x): reference integral 1.7754996892
exp(x): n=3, Q=1.7754646766, error=-3.50e-05
exp(x): n=7, Q=1.7754996892, error=-1.11e-15
1/(1.1-x): n=3 true error -0.08528092
1/(1.1-x): n=3 aliased sum -0.08528092
1/(1.1-x): Q3-Q7 -0.08289629
U_16: Q3=1.57079633, Q7=1.57079633, integral=0.00000000
H 1s: n=7, norm=1.00628457445, error=0.006285, change=none
H 1s: n=15, norm=1.000011284316, error=1.128e-5, change=-0.006273
H 1s: n=31, norm=1.000000000448, error=4.481e-10, change=-1.128e-5
H 1s: n=63, norm=0.9999999999931, error=-6.937e-12, change=-4.55e-10
H 1s: n=127, norm=0.9999999999999, error=-1.084e-13, change=6.828e-12
H 1s: n=63, predicted error -6.94e-12
H 1s: n=127, predicted error -1.084e-13
H 1s: error ratio n=63 to n=127: 63.98
H 1s: n=127 error from change/63: -1.084e-13
Adaptive H 1s: tolerance 1e-06, final n=63, evaluations=63
Adaptive H 1s: last change 4.55e-10, true error 6.94e-12
SiH4: Si-H distance 2.80 bohr, basis functions 38
SiH4: RHF/def2-SVP energy -291.153927 hartree
SiH4: analytic electron count 18.00000000
SiH4: 72 angular, n=7, count=17.8163200, error=-1.84e-01, change=none
SiH4: 72 angular, n=15, count=17.9996745, error=-3.25e-04, change=1.83e-01
SiH4: 72 angular, n=31, count=17.9989021, error=-1.10e-03, change=-7.72e-04
SiH4: 72 angular, n=63, count=17.9988549, error=-1.15e-03, change=-4.72e-05
SiH4: 72 angular, n=127, count=17.9988550, error=-1.15e-03, change=3.43e-08
SiH4: 1152 angular, n=7, count=17.8150458, error=-1.85e-01, change=none
SiH4: 1152 angular, n=15, count=17.9999475, error=-5.25e-05, change=1.85e-01
SiH4: 1152 angular, n=31, count=17.9999408, error=-5.92e-05, change=-6.61e-06
SiH4: 1152 angular, n=63, count=17.9999993, error=-6.65e-07, change=5.85e-05
SiH4: 1152 angular, n=127, count=18.0000000, error=-3.06e-08, change=6.35e-07
```
